# Why a Flexible Carbon-Monoxide Tip Draws Bright Lines Without Bonds

**Why does a force microscope with a carbon-monoxide molecule on its tip show sharp bright lines between neighbouring molecules, and does such a line prove that a bond is there?**

The oxygen end of the carbon monoxide (CO) can swing sideways. Where two atoms of neighbouring molecules both repel it, their repulsions add up to a ridge of potential energy along the line joining them. A probe slightly to one side of the ridge is pushed further to that side. A small movement of the tip then carries the oxygen a longer way down the flank, so the ridge looks narrower than it is. This needs a repulsive force on the probe, but no bond between the two atoms.

## The swinging probe

Let the oxygen swing on an arc of radius $L$ about its anchor, in the vertical plane that crosses the atomic line at its midpoint. When the probe is upright, the oxygen is at lateral offset $Y$ from the line and at height $z$ above it. At tilt $\theta$ its coordinates are

$$y=Y+L\sin\theta,\qquad h=z+L(1-\cos\theta).$$

The bending energy is taken as $kL^2\theta^2/2$, so that $k$ is the lateral stiffness of the unloaded probe. The sample atoms are held fixed, and the motion is treated classically at first. With $U(y,h)$ the potential of the sample in this plane, the energy is

$$E(\theta;Y,z)=\tfrac12kL^2\theta^2+U(y,h).$$

The force on the oxygen has components $F_y=-\partial U/\partial y$ and $F_z=-\partial U/\partial h$, with upward force positive. Since $dy/d\theta=L\cos\theta$ and $dh/d\theta=L\sin\theta$, the condition $\partial E/\partial\theta=0$ gives the torque balance

$$kL\theta=\cos\theta\,F_y+\sin\theta\,F_z .$$

Let $V(Y,z)$ be the energy at the minimum. When the tip height changes,

$$\frac{\partial V}{\partial z}=\frac{\partial E}{\partial z}+\frac{\partial E}{\partial\theta}\frac{\partial\theta}{\partial z}=\frac{\partial U}{\partial h},$$

because $\partial E/\partial\theta$ vanishes there. The force on the tip, $F_{\rm tip}=-\partial V/\partial z$, is therefore the vertical force at the place to which the oxygen has moved.

The microscope records a frequency shift. A sensor of stiffness $k_s$ and free frequency $f_0$, with a small added stiffness $K=-\partial F_{\rm tip}/\partial z$, vibrates at $f_0\sqrt{1+K/k_s}\approx f_0+f_0K/(2k_s)$. At small amplitude, bright thus means large $K$.

## Why two atoms make a ridge

Each atom acts on the oxygen through a central potential. Turning the oxygen about the line through both atoms changes neither distance, so in our plane $U$ depends on $\rho=\sqrt{y^2+h^2}$ alone: $U=g(\rho)$. Then

$$\frac{\partial U}{\partial y}=g'(\rho)\frac{y}{\rho},\qquad
B\equiv\left.\frac{\partial^2U}{\partial y^2}\right|_{y=0}=\frac{g'(z)}{z}.$$

Directly above the line the vertical force is $F(z)=-g'(z)$. Hence

$$B=-\frac{F}{z}.$$

A repulsive force, $F>0$, makes the energy a maximum across the line. The argument used only rotational symmetry about the line. Bond charge with that symmetry would obey the same relation, so the relation cannot tell whether a bond is present.

## How relaxation narrows the ridge

Near the crest, write $\xi=L\sin\theta$ for the lateral displacement. To second order the bending energy is $k\xi^2/2$, and the oxygen rises by $L(1-\cos\theta)\approx\xi^2/(2L)$. This rise changes the sample energy by $-F\xi^2/(2L)$. Collecting terms,

$$E\approx U(0,z)+\tfrac12\kappa\xi^2+\tfrac12B(Y+\xi)^2,\qquad \kappa=k-\frac{F}{L}.$$

An upward load softens the upright pendulum, as compression softens a strut. Setting the derivative with respect to $\xi$ to zero,

$$\kappa\xi+B(Y+\xi)=0\quad\Rightarrow\quad \xi=-\frac{B}{\kappa+B}Y,$$

and the oxygen sits at

$$y=Y+\xi=sY,\qquad s=\frac{\kappa}{\kappa+B}=\frac{k-F/L}{k-F/L-F/z}.$$

The stationary point is a minimum if $\kappa+B>0$. Under that condition repulsion gives $s>1$: the oxygen moves further than the tip. Attraction gives $s<1$. For a very stiff probe, $k\to\infty$ and $s\to1$.

Putting $\xi$ back into the energy,

$$V-U(0,z)=\frac{Y^2}{2}\,\frac{\kappa B^2+B\kappa^2}{(\kappa+B)^2}
=\tfrac12B_{\rm eff}Y^2,\qquad B_{\rm eff}=\frac{\kappa B}{\kappa+B}=sB .$$

On the crest, $Y=0$, the upright probe does not tilt, so energy, force and stiffness signal equal those of a rigid probe. Flexibility leaves the crest alone and changes the flanks.

## Why the frequency-shift image sharpens most

Let primes on $F$, $B$, $\kappa$, $s$ and $B_{\rm eff}$ mean derivatives with respect to $z$. Since $\partial B_{\rm eff}/\partial B=\kappa^2/(\kappa+B)^2=s^2$ and $\partial B_{\rm eff}/\partial\kappa=B^2/(\kappa+B)^2=(1-s)^2$,

$$B_{\rm eff}'=s^2B'+(1-s)^2\kappa',\qquad F_{\rm tip}=F-\tfrac12B_{\rm eff}'Y^2 .$$

Here $B'=-F'/z+F/z^2$ and $\kappa'=-F'/L$. Both are positive when the force is repulsive and weakens with height, so the force image has a bright ridge.

For the stiffness image we differentiate again:

$$B_{\rm eff}''=s^2B''+(1-s)^2\kappa''+2s'\,[\,sB'-(1-s)\kappa'\,].$$

From the definition of $s$,

$$s'=\frac{\kappa'(\kappa+B)-\kappa(\kappa'+B')}{(\kappa+B)^2}=-\frac{\kappa B'-B\kappa'}{(\kappa+B)^2},$$

while the bracket equals $(\kappa B'-B\kappa')/(\kappa+B)$. Therefore

$$B_{\rm eff}''=s^2B''+(1-s)^2\kappa''-\frac{2(\kappa B'-B\kappa')^2}{(\kappa+B)^3},\qquad
K=-F'+\tfrac12B_{\rm eff}''Y^2 .$$

For a repulsive force that falls with height along a convex curve, $F''>0$, all three terms are negative. The last has the cube of $\kappa+B$ below it, a quantity that repulsion makes small. It arises because the sideways slip itself depends on height. As the tip approaches, the oxygen beside the crest escapes further, and this lowers the stiffness felt there.

The last term survives even at $F=0$. There $B=0$, $\kappa=k$ and $s=1$, yet it equals $-2B'^2/k$. The crest of the stiffness image can therefore be more strongly curved than for a rigid probe before the net force turns repulsive, although the oxygen's displacement is magnified only under repulsion. This concerns the very top of the line; its full width need not shrink.

## When the upright probe tips over

The upright position loses stability when $\kappa+B=0$, that is, when

$$F=F_c=\frac{k}{1/L+1/z}=\frac{kzL}{z+L}.$$

To see what follows, set $Y=0$ and let $c=1-\cos\theta$. Since $c^2+\sin^2\theta=2c$,

$$\rho^2=(z+Lc)^2+L^2\sin^2\theta=z^2+2L(z+L)c .$$

Write the potential as $G(\rho^2)$. At $\rho=z$ its first derivative is $G_1=-F/(2z)$ and its second is $G_2=(F/z-F')/(4z^2)$. With $c\approx\theta^2/2-\theta^4/24$,

$$E\approx{\rm const}+\tfrac12L^2(\kappa+B)\theta^2+\left[\frac{FL(z+L)}{24z}+\tfrac12G_2L^2(z+L)^2\right]\theta^4 .$$

The bracket is positive for a repulsive force that decays with height. The tilt therefore grows continuously from zero once $\kappa+B$ turns negative.

Beyond this point there are two mirror-image minima, and a probe that follows the lower one changes sides at $Y=0$. Because $\partial V/\partial Y=\partial U/\partial y=-F_y$, the energy slopes down on both sides of the line and has a crease on it. A classical probe without thermal motion could stay in the higher minimum for a while, which would make the two scan directions differ. Zero-point motion and tunnelling work against this for a probe as light as CO.

## A worked case

The following round parameters lie in the rough regime of a CO tip on a metal, scanned over flat organic molecules at 5 K. Take $k=0.250$ N/m, $L=0.300$ nm, and two atoms 0.300 nm apart, one from each neighbouring molecule. Each interacts with the oxygen through

$$u(r)=\varepsilon\left[\left(\frac{r_0}{r}\right)^{12}-2\left(\frac{r_0}{r}\right)^6\right],\qquad \varepsilon=6.00\ \text{meV},\quad r_0=0.350\ \text{nm}.$$

The sample potential is the sum of these two terms. Any energy of the two atoms with each other does not depend on the probe position, so it drops out of the force. No bond charge is included.

At $z=0.300$ nm the oxygen is $R=0.3354$ nm from each atom. The repulsion from one atom is $-u'(R)=(12\varepsilon/R)[(r_0/R)^{12}-(r_0/R)^6]$, and its vertical share is $z/R$. For two atoms

$$F=\frac{24\varepsilon z}{R^2}\left[\left(\frac{r_0}{R}\right)^{12}-\left(\frac{r_0}{R}\right)^{6}\right]=23.1\ \text{pN}.$$

The critical force is $0.250\times0.300\times0.300/0.600=0.0375$ nN, or 37.5 pN, so the upright probe is stable across the line. Along the line the potential has curvature $+0.456$ N/m, which holds the oxygen in the gap. Further,

$$\kappa=0.2500-\frac{0.02312}{0.300}=0.1729\ \text{N/m},\qquad B=-0.0771\ \text{N/m},$$

$$s=\frac{0.1729}{0.1729-0.0771}=1.80 .$$

Direct minimization of the energy gives the same magnification. Without the arc, $\kappa$ would be $k$ and $s$ only 1.45, so the softening under load matters.

The crest signal is $K=-F'=2.057$ N/m. Since $z=L$ here, $\kappa'=2057/0.300=6857$ pN/nm², and $B'=6857+23.12/0.300^2=7114$ pN/nm². The force image is more strongly curved than that of a rigid probe by the factor

$$\frac{B_{\rm eff}'}{B'}=s^2+(1-s)^2\frac{\kappa'}{B'}=3.25+0.62\approx3.9 .$$

For the energy image the factor is $s=1.8$, and for the stiffness image it is 23. The cubic term supplies 83% of the relaxed stiffness curvature.

These factors describe the top of the line. For its whole profile, define the width at the level halfway between the crest and the lowest flank, within 0.20 nm of the line. It falls from 0.175 nm for a rigid probe to 0.080 nm for the flexible one, at the same height. This is a factor of 2.2, less than the crest curvature alone would suggest, because the quadratic expansion fails further out. The numbers depend on the window, since the lowest flank lies beyond 0.25 nm: within 0.30 nm of the line the widths are 0.178 and 0.092 nm, a factor of 1.9.

Height has a strong effect. At 0.320 nm the force is $-3.2$ pN and $s=0.96$; at 0.310 nm they are 6.8 pN and 1.11. The critical height is 0.2941 nm, and the classical probe is tilted by 3.2 degrees when it is 0.001 nm lower.

The ridge in the force image is also long. Let the probe tilt in both directions, and let $X$ be the tip position along the line from the midpoint, with an atom at 0.15 nm.

| $X$ (nm) | Force on line (pN) | Force 0.06 nm to the side (pN) |
|---|---:|---:|
| 0.00 | 23.1 | 9.1 |
| 0.03 | 22.4 | 9.4 |
| 0.06 | 21.2 | 10.7 |
| 0.09 | 21.5 | 13.3 |

Over this range the crest force changes by less than a tenth of its midpoint value, while the side force is much lower. The slight fall away from the midpoint can be estimated. Along the line, the oxygen follows only the fraction $0.1729/(0.1729+0.4564)=0.27$ of the tip's movement. At $X=0.03$ nm it therefore lags by 0.022 nm and rises on its arc by about 0.0008 nm. At 2.057 N/m this costs 1.6 pN, which the nearer atom partly makes up.

The frequency-shift signal is less even along the line. It stays higher on the line than 0.06 nm to the side, but at $X=0.09$ nm it has fallen to less than half its midpoint value. In that image the line is brightest in the middle of the gap.

## Why the line is not proof of a bond

The two-atom potential contains no bond and still gives a bright line. That is enough to refute the inference from line to bond.

The converse can be shown too. In the scan across the midpoint the sample enters only through $g(\rho)$. Replace both atoms by one lump at the midpoint with central potential $g(r)$. The energy is then the same at every $Y$, $z$ and $\theta$ in this plane, and so is the whole scan, as long as the probe stays in the plane. One scan profile thus fits two different sources.

Even a rough substitute does well near the crest. Take a lump whose force decays as $e^{-r/\lambda}$, with the same $F$ and $F'$ at $z=0.300$ nm. This requires $\lambda=-F/F'=23.12/2057=0.0112$ nm. Its magnification is again 1.80, and its force-image curvature agrees with that of the pair, because both formulas contain only $F$ and $F'$.

A lump and a pair differ in a full two-dimensional image, but that difference concerns the shape of the repulsion, not its chemical origin. A bond may well lie under a bright line. To establish it, one needs evidence beyond the line's presence and sharpness, such as forces compared with calculations that do and do not let charge rearrange between the molecules.

## How much sharpness survives in a real microscope

The classical static width is too optimistic at this height. If an oxygen mass of 16 atomic mass units swings freely with $\omega=\sqrt{k/m}$, its quantum is $\hbar\omega=2.02$ meV, against a thermal energy of 0.43 meV at 5 K. Its zero-point displacement, $\sqrt{\hbar/(2m\omega)}=0.025$ nm, is not small beside the classical half-width of 0.040 nm.

In the quadratic approximation the zero-point energy $\tfrac12\hbar\sqrt{(\kappa+B)/m}$ does not depend on $Y$, so it would leave $B_{\rm eff}$ unchanged. The oxygen, however, spreads beyond the region where that approximation holds. Solving the Schrödinger equation for the tilt across the line, and averaging the vertical force over the thermally occupied states, gives a crest force of 18.5 pN and a static width of 0.156 nm. This is only 11% below the rigid width, and only 4% below it (0.171 against 0.178 nm) with the 0.30 nm window. The tilt along the line is held at zero in this calculation. Its zero-point energy also changes with height. Letting the probe tilt in both directions raises the crest force to 20.9 pN and lowers the static width to about 0.151 nm here, and from 0.080 to about 0.066 nm at the height treated next. The other quantum values below keep the single tilt.

A closer approach restores the narrowing of the static quantum line. At 0.290 nm the quantum width is 0.080 nm, against 0.174 nm for a rigid probe. This height lies below the classical tipping point, but the quantum ground state has no sudden change of side. The classical probe behaves differently there: once tipped it yields like a buckled strut, its static signal on the line drops to 0.02 N/m, and its maximum lies 0.07 nm to either side, so its line is dark.

The sensor's oscillation matters as well. For amplitude $A$ about the mean height $z_m$, the measured stiffness is

$$\bar K=-\frac{2}{A}\left\langle F_{\rm tip}(z_m+A\cos\varphi)\cos\varphi\right\rangle_\varphi .$$

For small $A$, the linear term of the force and $\langle\cos^2\varphi\rangle=1/2$ return $-\partial F_{\rm tip}/\partial z$. With $A=0.050$ nm and a lowest height of 0.300 nm, the widths are 0.168 nm for the rigid probe, 0.169 nm for the flexible classical one and 0.183 nm for the quantum one. By this measure the narrowing is gone. Above the midpoint the pair force is repulsive only below $z=\sqrt{0.350^2-0.150^2}=0.316$ nm, so $s$ exceeds 1 for only about a quarter of this cycle. Lowering the turning point at this amplitude does little: the rigid, classical and quantum widths are 0.171, 0.157 and 0.176 nm for a lowest height of 0.290 nm, and 0.173, 0.171 and 0.170 nm for 0.280 nm. In this model and by this width measure, a strongly narrowed line needs both close approach and an amplitude well below 0.05 nm. Experiments do show sharp lines at amplitudes of tens of picometres, so the two-atom model with this measure does not account for their full sharpness.

Two other omissions can be sized at the crest. A uniform background attraction of 10 pN, at the same height and pair force, raises $\kappa$ but leaves $B$ unchanged, and lowers $s$ from 1.80 to 1.60. With an assumed axial stiffness of 20 N/m, the full crest force would shorten the probe by 0.0012 nm. At 2.057 N/m this lowers the force by roughly 2 pN, about a tenth of $F$. Electrostatic forces, motion of the sample atoms and the other atoms of the molecules are left out and have not been sized. They can shift or reshape a line, so the widths here belong to the model. The conclusion about bonds does not depend on those widths: a potential without a bond is able to produce the line. The numerical output below lists the inputs and most of the results.

## Computed results

```
INPUTS
bending stiffness k = 0.250 N/m
arc radius L = 0.300 nm
atom separation = 0.300 nm
pair well depth = 6.00 meV
pair well distance = 0.350 nm
probe height z = 0.300 nm
CREST AT MIDPOINT
distance probe to each atom = 0.3354 nm
vertical force F = 23.12 pN
critical force at this height = 37.50 pN
loaded stiffness kappa = 0.1729 N/m
curvature across line B = -0.0771 N/m
curvature along line = 0.4564 N/m
magnification s = 1.804
s from numerical relaxation = 1.804
s if arc is ignored = 1.446
stiffness signal on crest = 2.057 N/m
CURVATURE RATIO, FLEXIBLE TO RIGID
energy image = 1.80
force image = 3.88
stiffness image = 22.78
share of cubic term in stiffness image = 0.832
HEIGHT DEPENDENCE
z = 0.320 nm: F = -3.15 pN, s = 0.964
z = 0.310 nm: F = 6.77 pN, s = 1.106
z = 0.300 nm: F = 23.12 pN, s = 1.804
critical height = 0.2941 nm
tilt 0.001 nm below it = 3.24 degrees
MATCHED SINGLE LUMP
decay length = 0.01124 nm
magnification = 1.804
force curvature, lump/pair = 1.0000
LINE SCAN: FORCE ON CREST AND 0.06 nm TO THE SIDE
X = 0.00 nm: crest 23.12 pN, side 9.06 pN
X = 0.03 nm: crest 22.37 pN, side 9.40 pN
X = 0.06 nm: crest 21.21 pN, side 10.67 pN
X = 0.09 nm: crest 21.49 pN, side 13.29 pN
FULL WIDTH OF STIFFNESS LINE
rigid, static = 0.1749 nm
flexible classical, static = 0.0801 nm
flexible quantum, static = 0.1563 nm
oscillation amplitude = 0.050 nm
rigid, oscillating = 0.1676 nm
flexible classical, oscillating = 0.1687 nm
flexible quantum, oscillating = 0.1833 nm
rigid, static, z=0.290 nm = 0.1737 nm
quantum, static, z=0.290 nm = 0.0796 nm
NEGLECTED EFFECTS
temperature = 5.0 K
thermal energy = 0.431 meV
free bending quantum = 2.019 meV
free zero-point rms displacement = 0.0254 nm
quantum force on crest = 18.45 pN
s with 10 pN background attraction = 1.597
compression at 20 N/m = 0.00116 nm
```
